# Polarisability of Ground-State Hydrogen from the Dalgarno-Lewis Equation: a numerical check

```python
"""
Hydrogen 1s in a weak uniform electric field (atomic units, fixed nucleus).

Result under test: with H0 = -laplacian/2 - 1/r, psi0 = exp(-r)/sqrt(pi),
E0 = -1/2 and the perturbation V = F*z (electron charge -1, field F along +z),
the first-order function is psi1 = -F*(r + r^2/2)*cos(theta)*psi0, and the
polarisability alpha, defined by E = E0 - alpha*F^2/2 + ..., equals 9/2.

g(r) denotes the radial factor in psi1 = F*g(r)*cos(theta)*psi0.
"""
import mpmath as mp
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, solve_banded
from scipy.special import (eval_genlaguerre, eval_legendre, gammaln,
                           roots_laguerre)

mp.mp.dps = 30
ALPHA_CLAIMED = 9 / 2

# ---- First-order equation in Cartesian coordinates -------------------------
x, y, z = sp.symbols("x y z", real=True)
radius = sp.sqrt(x**2 + y**2 + z**2)
psi0 = sp.exp(-radius) / sp.sqrt(sp.pi)
POINTS = [("0.3", "-0.7", "1.1"), ("1.9", "0.4", "-0.8"), ("-0.2", "2.5", "3.1")]


def laplacian(func):
    return sum(sp.diff(func, q, 2) for q in (x, y, z))


def h0_minus_e0(func):
    return -laplacian(func) / 2 - func / radius + func / 2


def largest_value(expression):
    evaluate = sp.lambdify((x, y, z), expression, "mpmath")
    return max(abs(evaluate(*[mp.mpf(c) for c in p])) for p in POINTS)


psi1_per_field = -(1 + radius / 2) * z * psi0
residual = largest_value(h0_minus_e0(psi1_per_field) + z * psi0)
assert residual < 1e-24

# Removal of the potential when psi1 = f*psi0, for an unrelated f
f_trial = x * z**2 + radius * y
gradient_term = sum(sp.diff(f_trial, q) * sp.diff(psi0, q) for q in (x, y, z))
reduced = -psi0 * laplacian(f_trial) / 2 - gradient_term
assert largest_value(h0_minus_e0(f_trial * psi0) - reduced) < 1e-24

# ---- Radial equation and its homogeneous solutions -------------------------
r = sp.symbols("r", positive=True)


def radial_operator(g):
    return sp.diff(g, r, 2) / 2 + sp.diff(g, r) / r - g / r**2 - sp.diff(g, r)


# Separation of the angle, tried on g = r^3, for which f = r^2 * z
separated = -radial_operator(r**3).subs(r, radius) * z / radius * psi0
assert largest_value(h0_minus_e0(radius**2 * z * psi0) - separated) < 1e-24

singular = (1 + 2 * r + 2 * r**2) / r**2
growing = sp.exp(2 * r) / r**2
for solution in (singular, growing):
    assert sp.simplify(radial_operator(solution)) == 0
    assert sp.limit(sp.expand(r**2 * solution), r, 0) == 1
regular = growing - singular
assert sp.limit(regular / r, r, 0) == sp.Rational(4, 3)
assert sp.limit(regular * r * sp.exp(-r), r, sp.oo) == sp.oo

# ---- Radial equation solved by finite differences --------------------------
step, r_max = 0.005, 40.0
grid = step * np.arange(1, int(round(r_max / step)))
u0 = 2 * grid * np.exp(-grid)
bands = np.zeros((3, grid.size))
bands[0, 1:] = bands[2, :-1] = -0.5 / step**2
bands[1] = 1 / step**2 + 1 / grid**2 - 1 / grid + 0.5
u1 = solve_banded((1, 1), bands, -grid * u0)
g_formula = -(grid + grid**2 / 2)
fd_error = np.max(np.abs(u1 - g_formula * u0))
assert fd_error < 1e-4          # discretisation error is of order step^2
alpha_fd = -2 / 3 * step * np.sum(u0 * grid * u1)
assert abs(alpha_fd - ALPHA_CLAIMED) < 1e-3

# ---- Moments of the 1s density and the closed-form polarisability ----------
nodes, weights = np.polynomial.legendre.leggauss(300)
rq, wq = 30 * (nodes + 1), 30 * weights
density = 4 * rq**2 * np.exp(-2 * rq)
norm, r2_mean, r3_mean = [np.sum(wq * density * rq**p) for p in (0, 2, 3)]
assert abs(norm - 1) < 1e-10
linear_part, quadratic_part = 2 * r2_mean / 3, r3_mean / 3
alpha = linear_part + quadratic_part
assert abs(alpha - ALPHA_CLAIMED) < 1e-10


# ---- Orthonormal Laguerre basis for the radial functions -------------------
def radial_basis(l, size, decay, n_nodes):
    """Radii, root weights, and weighted values and slopes of the basis.

    The factor exp(-decay*r) of each function is carried by the weights.
    """
    t, w = roots_laguerre(n_nodes)
    rad, root_w = t / (2 * decay), np.sqrt(w / (2 * decay))
    values, slopes = [], []
    for k in range(size):
        log_norm2 = ((2 * l + 3) * np.log(2 * decay) + gammaln(k + 1)
                     - gammaln(k + 2 * l + 3))
        scale = np.exp(0.5 * log_norm2)
        poly = eval_genlaguerre(k, 2 * l + 2, t)
        dpoly = np.zeros_like(t)
        if k > 0:
            dpoly = -2 * decay * eval_genlaguerre(k - 1, 2 * l + 3, t)
        value = scale * rad**(l + 1) * poly
        slope = scale * ((l + 1) * rad**l * poly + rad**(l + 1) * dpoly)
        values.append(value * root_w)
        slopes.append((slope - decay * value) * root_w)
    values, slopes = np.array(values), np.array(slopes)
    assert np.max(np.abs(values @ values.T - np.eye(size))) < 1e-8
    return rad, root_w, values, slopes


def radial_hamiltonian(l, rad, values, slopes):
    kinetic = slopes @ slopes.T + l * (l + 1) * (values / rad**2) @ values.T
    return 0.5 * kinetic - (values / rad) @ values.T


# ---- Diagonalisation of H0 + F*z at finite field ---------------------------
size, n_l = 20, 4
h_free = np.zeros((size * n_l, size * n_l))
z_matrix = np.zeros_like(h_free)
cosines, cos_weights = np.polynomial.legendre.leggauss(12)
previous = None
for l in range(n_l):
    rad, _, values, slopes = radial_basis(l, size, 0.8, 40)
    here = slice(l * size, (l + 1) * size)
    h_free[here, here] = radial_hamiltonian(l, rad, values, slopes)
    if l > 0:
        angular = np.sum(cos_weights * cosines * eval_legendre(l, cosines)
                         * eval_legendre(l - 1, cosines))
        angular *= np.sqrt((2 * l + 1) * (2 * l - 1)) / 2
        below = slice((l - 1) * size, l * size)
        block = angular * (previous * rad) @ values.T
        z_matrix[below, here] = block
        z_matrix[here, below] = block.T
    previous = values


def ground_state(field):
    energies, vectors = eigh(h_free + field * z_matrix)
    lowest = vectors[:, 0]
    return energies[0], lowest @ z_matrix @ lowest


e_free, _ = ground_state(0.0)
assert abs(e_free + 0.5) < 1e-10
fields = np.array([0.002, 0.004])
results = [ground_state(field) for field in fields]
shifts = np.array([energy - e_free for energy, _ in results])
dipoles = np.array([-z_mean for _, z_mean in results])
assert abs(ground_state(-fields[1])[0] - e_free - shifts[1]) < 1e-11
alpha_energy = -2 * shifts / fields**2
alpha_dipole = dipoles / fields
# Combination that removes the leading F^2 dependence of the apparent alpha
limit_energy = (4 * alpha_energy[0] - alpha_energy[1]) / 3
limit_dipole = (4 * alpha_dipole[0] - alpha_dipole[1]) / 3
assert abs(limit_energy - ALPHA_CLAIMED) < 1e-5
assert abs(limit_dipole - ALPHA_CLAIMED) < 1e-5
excess_ratio = (alpha_energy[1] - alpha) / (alpha_energy[0] - alpha)
assert abs(excess_ratio - 4) < 0.03

# ---- Sum over p states: finite basis, and exact bound functions ------------
decay = 0.5
rad, root_w, values, slopes = radial_basis(1, 60, decay, 90)
p_energies, p_vectors = eigh(radial_hamiltonian(1, rad, values, slopes))
u0_weighted = 2 * rad * np.exp(-(1 - decay) * rad) * root_w
p_dipoles = p_vectors.T @ (values @ (rad * u0_weighted))
shares = 2 * p_dipoles**2 / 3 / (p_energies + 0.5)
alpha_sum = np.sum(shares)
positive_share = np.sum(shares[p_energies > 0])
assert abs(alpha_sum - ALPHA_CLAIMED) < 1e-6

n_max = 200
bound_shares = []
for n in range(2, n_max + 1):
    scale = np.sqrt((2 / n)**3 / (2 * n * (n + 1) * n * (n - 1)))
    arg = 2 * rq / n
    r_np = scale * arg * np.exp(-rq / n) * eval_genlaguerre(n - 2, 3, arg)
    radial_dipole = np.sum(wq * r_np * 2 * np.exp(-rq) * rq**3)
    bound_shares.append(2 * radial_dipole**2 / 3 / (0.5 - 0.5 / n**2))
bound_total = np.sum(bound_shares)
remainder = alpha - bound_total
assert abs(bound_shares[0] - shares[0]) < 1e-7
# A finite basis has a finite level spacing at zero energy, which blurs the
# division between bound and continuum shares by about 0.01.
assert abs(positive_share - remainder) < 0.03
assert remainder > 0.5

# ---- Output ----------------------------------------------------------------
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
field_unit = const.physical_constants["atomic unit of electric field"][0]

print("Units: atomic units unless another unit is named")
print(f"Largest residual of first-order equation: {float(residual):.1e}")
print(f"Mean r^2 in 1s: {r2_mean:.6f} a0^2")
print(f"Mean r^3 in 1s: {r3_mean:.6f} a0^3")
print(f"Part of alpha from the r term: {linear_part:.6f} a0^3")
print(f"Part of alpha from the r^2/2 term: {quadratic_part:.6f} a0^3")
print(f"Polarisability alpha: {alpha:.6f} a0^3")
print(f"Polarisability alpha: {alpha * bohr_angstrom**3:.4f} cubic angstrom")
print(f"Finite differences: step {step} a0, outer radius {r_max:.0f} a0")
for r_show in (1.0, 2.0, 4.0):
    i = int(round(r_show / step)) - 1
    print(f"g at r = {r_show:.0f} a0: finite differences "
          f"{u1[i] / u0[i]:.4f}, formula {g_formula[i]:.4f}")
print(f"alpha from finite differences: {alpha_fd:.4f} a0^3")
print(f"Atomic unit of electric field: {field_unit:.4e} V/m")
for i, field in enumerate(fields):
    print(f"Field F = {field:.3f} a.u.:")
    print(f"  energy shift, second order: {-alpha * field**2 / 2:.5e} hartree")
    print(f"  energy shift, diagonalised: {shifts[i]:.5e} hartree")
    print(f"  dipole, first order: {alpha * field:.6f} e a0")
    print(f"  dipole, diagonalised: {dipoles[i]:.6f} e a0")
    print(f"  apparent alpha, -2*shift/F^2: {alpha_energy[i]:.5f} a0^3")
print(f"Ratio of excess alpha at the two fields: {excess_ratio:.2f}")
print(f"Zero-field alpha from energies: {limit_energy:.5f} a0^3")
print(f"Zero-field alpha from dipoles: {limit_dipole:.5f} a0^3")
print(f"Sum over all p states of the basis: {alpha_sum:.5f} a0^3")
print(f"Share of 2p: {bound_shares[0]:.4f} a0^3")
print(f"Share of 2p in percent: {100 * bound_shares[0] / alpha:.1f} %")
print(f"Share of bound states n = 2 to {n_max}: {bound_total:.3f} a0^3")
print(f"Remainder, alpha minus bound share: {remainder:.3f} a0^3")
print(f"Positive-energy share in the basis: {positive_share:.2f} a0^3")
print("tests ok")
```

It prints:

```
Units: atomic units unless another unit is named
Largest residual of first-order equation: 2.5e-32
Mean r^2 in 1s: 3.000000 a0^2
Mean r^3 in 1s: 7.500000 a0^3
Part of alpha from the r term: 2.000000 a0^3
Part of alpha from the r^2/2 term: 2.500000 a0^3
Polarisability alpha: 4.500000 a0^3
Polarisability alpha: 0.6668 cubic angstrom
Finite differences: step 0.005 a0, outer radius 40 a0
g at r = 1 a0: finite differences -1.5000, formula -1.5000
g at r = 2 a0: finite differences -4.0000, formula -4.0000
g at r = 4 a0: finite differences -12.0000, formula -12.0000
alpha from finite differences: 4.5000 a0^3
Atomic unit of electric field: 5.1422e+11 V/m
Field F = 0.002 a.u.:
  energy shift, second order: -9.00000e-06 hartree
  energy shift, diagonalised: -9.00089e-06 hartree
  dipole, first order: 0.009000 e a0
  dipole, diagonalised: 0.009002 e a0
  apparent alpha, -2*shift/F^2: 4.50044 a0^3
Field F = 0.004 a.u.:
  energy shift, second order: -3.60000e-05 hartree
  energy shift, diagonalised: -3.60142e-05 hartree
  dipole, first order: 0.018000 e a0
  dipole, diagonalised: 0.018014 e a0
  apparent alpha, -2*shift/F^2: 4.50178 a0^3
Ratio of excess alpha at the two fields: 4.00
Zero-field alpha from energies: 4.50000 a0^3
Zero-field alpha from dipoles: 4.50000 a0^3
Sum over all p states of the basis: 4.50000 a0^3
Share of 2p: 2.9596 a0^3
Share of 2p in percent: 65.8 %
Share of bound states n = 2 to 200: 3.663 a0^3
Remainder, alpha minus bound share: 0.837 a0^3
Positive-energy share in the basis: 0.84 a0^3
tests ok
```
